# Avalanche Multiplication and Breakdown with Unequal Ionisation Coefficients: a program that tests the result

```python
"""
Avalanche multiplication with unequal ionisation coefficients.

Electrons drift towards +x, holes towards -x, in a layer 0 < x < W.
alpha, beta : pairs created per unit path by an electron, by a hole
phi(x)      : integral of (alpha - beta) from 0 to x
Mn, Mp      : gain for electrons injected at x=0, for holes injected at x=W
Result under test:
  1 - 1/Mn = In = integral of alpha*exp(-phi(x))
  1 - 1/Mp = Ip = integral of beta*exp(phi(W) - phi(x))
  Mn/Mp = exp(phi(W)), so In = 1 and Ip = 1 are the same condition.
Below, s = x/W, and a(s) = alpha*W, b(s) = beta*W are dimensionless.
"""
import numpy as np
from scipy.constants import e as q_e, epsilon_0
from scipy.integrate import solve_ivp, cumulative_trapezoid, trapezoid
from scipy.optimize import brentq

# Round model parameters of a one-sided p+n junction
DOPING = 1.0e16                  # cm^-3
EPS_REL = 12.0
A_E, B_E = 1.0e6, 1.0e6          # electrons: cm^-1, V/cm
A_H, B_H = 2.0e6, 2.0e6          # holes: cm^-1, V/cm
FIELD_SLOPE = q_e * DOPING / (EPS_REL * epsilon_0 / 100.0)   # V/cm^2


def coefficient(field, prefactor, critical):
    return prefactor * np.exp(-critical / np.maximum(field, 1.0))


def junction(volt):
    """Peak field (V/cm), width (cm), dimensionless coefficients."""
    peak = np.sqrt(2.0 * FIELD_SLOPE * volt)
    width = peak / FIELD_SLOPE
    def a(s):
        return width * coefficient(peak * (1.0 - s), A_E, B_E)
    def b(s):
        return width * coefficient(peak * (1.0 - s), A_H, B_H)
    return peak, width, a, b


def integrals(a, b, points=20001):
    """Derived formulas: In, Ip, and the grid s with phi(s)."""
    s = np.linspace(0.0, 1.0, points)
    av, bv = a(s), b(s)
    phi = cumulative_trapezoid(av - bv, s, initial=0.0)
    i_n = trapezoid(av * np.exp(-phi), s)
    i_p = trapezoid(bv * np.exp(phi[-1] - phi), s)
    return i_n, i_p, s, phi


def march(a, b, start, source=0.0):
    """Integrate the two current equations from s=0 to s=1."""
    def rhs(s, y):
        rate = a(s) * y[0] + b(s) * y[1] + source
        return [rate, -rate]
    sol = solve_ivp(rhs, (0.0, 1.0), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[:, -1]


def total_current(a, b, jn_in, jp_in, source=0.0):
    """Total current by shooting on the unknown hole current at s=0."""
    particular = march(a, b, [jn_in, 0.0], source)[1]
    homogeneous = march(a, b, [0.0, 1.0])[1]
    return jn_in + (jp_in - particular) / homogeneous


def pair_kernel(a, b, n=800):
    """Mean number of next-generation pairs in each cell per parent pair."""
    s = (np.arange(n) + 0.5) / n
    av, bv = a(s), b(s)
    ones = np.ones((n, n))
    kernel = np.triu(ones, 1) * av + np.tril(ones, -1) * bv
    kernel += np.diag(0.5 * (av + bv))
    return s, kernel / n


def spectral_radius(a, b):
    return np.max(np.abs(np.linalg.eigvals(pair_kernel(a, b)[1])))


def simulate(a, b, birth, trials, rng):
    """Random avalanches; returns mean number of pairs and its error."""
    s = np.linspace(0.0, 1.0, 4001)
    cum_a = cumulative_trapezoid(a(s), s, initial=0.0)
    cum_b = cumulative_trapezoid(b(s), s, initial=0.0)
    place = np.full(trials, birth)
    owner = np.arange(trials)
    count = np.zeros(trials)
    while place.size:
        count += np.bincount(owner, minlength=trials)
        done_a = np.interp(place, s, cum_a)
        left_b = np.interp(place, s, cum_b)
        by_e = rng.poisson(np.maximum(cum_a[-1] - done_a, 0.0))
        by_h = rng.poisson(left_b)
        low = np.repeat(done_a, by_e)
        pos_e = low + rng.random(low.size) * (cum_a[-1] - low)
        high = np.repeat(left_b, by_h)
        pos_h = rng.random(high.size) * high
        place = np.concatenate([np.interp(pos_e, cum_a, s),
                                np.interp(pos_h, cum_b, s)])
        owner = np.concatenate([np.repeat(owner, by_e),
                                np.repeat(owner, by_h)])
    return count.mean(), count.std(ddof=1) / np.sqrt(trials)


# Breakdown voltage by three roads
def electron_condition(v):
    return integrals(*junction(v)[2:])[0] - 1.0

def hole_condition(v):
    return integrals(*junction(v)[2:])[1] - 1.0

def transport_condition(v):
    return march(*junction(v)[2:], [0.0, 1.0])[1]

vb_e = brentq(electron_condition, 10.0, 80.0, xtol=1e-10)
vb_h = brentq(hole_condition, 10.0, 80.0, xtol=1e-10)
vb_t = brentq(transport_condition, 10.0, 80.0, xtol=1e-10)
assert abs(vb_e - vb_t) < 1e-4 and abs(vb_h - vb_t) < 1e-4

print("MODEL: one-sided p+n junction")
print(f"doping {DOPING:.1e} cm^-3, relative permittivity {EPS_REL:.0f}")
print(f"electrons: A = {A_E:.1e} cm^-1, B = {B_E:.1e} V/cm")
print(f"holes:     A = {A_H:.1e} cm^-1, B = {B_H:.1e} V/cm")
print(f"field slope qN/eps = {FIELD_SLOPE:.4e} V/cm^2")
print("BREAKDOWN VOLTAGE (total potential drop)")
print(f"from In = 1:              {vb_e:.5f} V")
print(f"from Ip = 1:              {vb_h:.5f} V")
print(f"from transport equations: {vb_t:.5f} V")

peak, width, a, b = junction(vb_t)
s = np.linspace(0.0, 1.0, 20001)
sum_a, sum_b = trapezoid(a(s), s), trapezoid(b(s), s)
rho = spectral_radius(a, b)
assert abs(rho - 1.0) < 1e-3          # second-order grid error
rho_low = spectral_radius(*junction(0.98 * vb_t)[2:])
rho_high = spectral_radius(*junction(1.02 * vb_t)[2:])
assert rho_low < 1.0 < rho_high
print("AT BREAKDOWN")
print(f"peak field {peak:.4e} V/cm, width {width * 1e4:.4f} um")
print(f"alpha(0) = {a(0.0) / width:.4e} cm^-1")
print(f"beta(0)  = {b(0.0) / width:.4e} cm^-1")
print(f"integral of alpha = {sum_a:.4f}, of beta = {sum_b:.4f}")
print(f"limit of Mn/Mp = exp(phi(W)) = {np.exp(sum_a - sum_b):.4f}")
print(f"kernel spectral radius at 0.98, 1, 1.02 VB: "
      f"{rho_low:.4f}, {rho:.4f}, {rho_high:.4f}")

def naive_condition(v):
    return trapezoid(junction(v)[2](s), s) - 1.0

v_naive = brentq(naive_condition, 5.0, 80.0)
in_naive, ip_naive = integrals(*junction(v_naive)[2:])[:2]
assert in_naive < 1.0 and v_naive < vb_t
print("WRONG CRITERION: integral of alpha = 1")
print(f"voltage {v_naive:.3f} V; true gains there "
      f"Mn = {1 / (1 - in_naive):.4f}, Mp = {1 / (1 - ip_naive):.4f}")

print("GAINS BELOW BREAKDOWN (dimensionless except V)")
print("V/VB    V (V)    In       Ip       phi(W)   Mn         Mp        Mn/Mp")
previous = (1.0, 1.0)
for fraction in (0.5, 0.7, 0.8, 0.9, 0.95, 0.99, 0.999):
    volt = fraction * vb_t
    a, b = junction(volt)[2:]
    i_n, i_p, grid, phi = integrals(a, b)
    mn, mp = total_current(a, b, 1.0, 0.0), total_current(a, b, 0.0, 1.0)
    assert abs(1.0 / mn - (1.0 - i_n)) < 1e-6
    assert abs(1.0 / mp - (1.0 - i_p)) < 1e-6
    assert abs(mn / mp / np.exp(phi[-1]) - 1.0) < 1e-5
    assert mn > previous[0] and mp > previous[1] and mn > mp
    previous = (mn, mp)
    print(f"{fraction:<7.3f} {volt:<8.4f} {i_n:<8.5f} {i_p:<8.5f} "
          f"{phi[-1]:<8.4f} {mn:<10.4f} {mp:<9.4f} {mn / mp:.4f}")

i_n, i_p = integrals(*junction(1.05 * vb_t)[2:])[:2]
assert i_n > 1.0 and i_p > 1.0
print(f"above breakdown, 1.05 VB: 1-In = {1 - i_n:.5f}, 1-Ip = {1 - i_p:.5f}")

# Gain of a pair born inside the layer, and superposition of sources
a, b = junction(0.9 * vb_t)[2:]
i_n, i_p, grid, phi = integrals(a, b)
mn, mp = 1.0 / (1.0 - i_n), 1.0 / (1.0 - i_p)
gain = mn * np.exp(-phi)
nodes, kernel = pair_kernel(a, b)
solved = np.linalg.solve(np.eye(nodes.size) - kernel, np.ones(nodes.size))
assert np.max(np.abs(solved / np.interp(nodes, grid, gain) - 1.0)) < 2e-3
mean_gain = trapezoid(gain, grid)
mixed = total_current(a, b, 0.3, 0.5, 0.2)
assert abs(mixed / (0.3 * mn + 0.5 * mp + 0.2 * mean_gain) - 1.0) < 1e-5
print("AT 0.9 VB")
print(f"gain of a pair born at x = 0, W/4, W/2, W: {gain[0]:.4f}, "
      f"{gain[5000]:.4f}, {gain[10000]:.4f}, {gain[-1]:.4f}")
print(f"gain for uniform generation: {mean_gain:.4f}")
rng = np.random.default_rng(12345)
trials = 100000
for name, birth, expected in (("electron", 0.0, mn), ("hole", 1.0, mp)):
    mean, error = simulate(a, b, birth, trials, rng)
    assert abs(mean - expected) < 5.0 * error
    print(f"{trials} simulated {name}-initiated avalanches: mean gain "
          f"{mean:.4f} +- {error:.4f}")

# Constant coefficients
k = 0.2
critical = np.log(1.0 / k) / (1.0 - k)

def constant(value):
    return lambda s: value + 0.0 * s

assert abs(spectral_radius(constant(critical), constant(k * critical)) - 1) < 1e-3
closed = (1.0 - k) / (np.exp(-(1.0 - k)) - k)
direct = total_current(constant(1.0), constant(k), 1.0, 0.0)
assert abs(direct / closed - 1.0) < 1e-7
near = 0.9999 * critical
pair = constant(near), constant(k * near)
ratio = total_current(*pair, 1.0, 0.0) / total_current(*pair, 0.0, 1.0)
assert abs(ratio * k - 1.0) < 1e-3
print(f"CONSTANT COEFFICIENTS, beta/alpha = {k}")
print(f"breakdown at alpha*W = {critical:.4f}; at alpha*W = 1, Mn = {direct:.4f}")
print(f"Mn/Mp at 0.9999 of the critical alpha*W: {ratio:.4f}")

# Only electrons ionise: large gain, no breakdown
only_e = constant(8.0), constant(0.0)
mn_one = total_current(*only_e, 1.0, 0.0)
mp_one = total_current(*only_e, 0.0, 1.0)
assert abs(mn_one / np.exp(8.0) - 1.0) < 1e-7 and abs(mp_one - 1.0) < 1e-9
print(f"beta = 0, alpha*W = 8: Mn = {mn_one:.2f}, Mp = {mp_one:.4f}")

# Locally unequal coefficients with equal integrals: equal gains
mirror = (lambda s: 1.2 * s), (lambda s: 1.2 * (1.0 - s))
mn_mir = total_current(*mirror, 1.0, 0.0)
mp_mir = total_current(*mirror, 0.0, 1.0)
assert mn_mir > 1.0 and abs(mn_mir / mp_mir - 1.0) < 1e-7
assert abs(1.0 / mn_mir - (1.0 - integrals(*mirror)[0])) < 1e-6
print("MIRRORED: alpha*W = 1.2 x/W, beta*W = 1.2 (1 - x/W)")
print(f"Mn = {mn_mir:.4f}, Mp = {mp_mir:.4f}")
print("OK")
```

Printed output:

```
MODEL: one-sided p+n junction
doping 1.0e+16 cm^-3, relative permittivity 12
electrons: A = 1.0e+06 cm^-1, B = 1.0e+06 V/cm
holes:     A = 2.0e+06 cm^-1, B = 2.0e+06 V/cm
field slope qN/eps = 1.5079e+09 V/cm^2
BREAKDOWN VOLTAGE (total potential drop)
from In = 1:              38.88337 V
from Ip = 1:              38.88337 V
from transport equations: 38.88337 V
AT BREAKDOWN
peak field 3.4244e+05 V/cm, width 2.2709 um
alpha(0) = 5.3923e+04 cm^-1
beta(0)  = 5.8153e+03 cm^-1
integral of alpha = 2.6656, of beta = 0.1732
limit of Mn/Mp = exp(phi(W)) = 12.0906
kernel spectral radius at 0.98, 1, 1.02 VB: 0.9458, 1.0000, 1.0558
WRONG CRITERION: integral of alpha = 1
voltage 26.107 V; true gains there Mn = 2.8071, Mp = 1.0678
GAINS BELOW BREAKDOWN (dimensionless except V)
V/VB    V (V)    In       Ip       phi(W)   Mn         Mp        Mn/Mp
0.500   19.4417  0.35815  0.01091  0.4324   1.5580     1.0110    1.5410
0.700   27.2184  0.68682  0.08232  1.0751   3.1931     1.0897    2.9302
0.800   31.1067  0.81951  0.19599  1.4939   5.5403     1.2438    4.4545
0.900   34.9950  0.92283  0.44743  1.9686   12.9589    1.8097    7.1607
0.950   36.9392  0.96434  0.67005  2.2248   28.0389    3.0308    9.2514
0.990   38.4945  0.99330  0.92323  2.4380   149.1489   13.0258   11.4503
0.999   38.8445  0.99934  0.99205  2.4870   1512.1236  125.7512  12.0247
above breakdown, 1.05 VB: 1-In = -0.03064, 1-Ip = -0.48938
AT 0.9 VB
gain of a pair born at x = 0, W/4, W/2, W: 12.9589, 2.8332, 1.8624, 1.8097
gain for uniform generation: 2.9400
100000 simulated electron-initiated avalanches: mean gain 12.9524 +- 0.0546
100000 simulated hole-initiated avalanches: mean gain 1.8291 +- 0.0154
CONSTANT COEFFICIENTS, beta/alpha = 0.2
breakdown at alpha*W = 2.0118; at alpha*W = 1, Mn = 3.2086
Mn/Mp at 0.9999 of the critical alpha*W: 4.9992
beta = 0, alpha*W = 8: Mn = 2980.96, Mp = 1.0000
MIRRORED: alpha*W = 1.2 x/W, beta*W = 1.2 (1 - x/W)
Mn = 3.7839, Mp = 3.7839
OK
```
